# The Independent Centre Coordinate of Two Unequal Adatoms on a Line

## Symmetry fixes the form

Two adatoms at $x_1<x_2$ diffuse on a line with constant diffusivities $D_1,D_2>0$ and independent random displacements. Their separation is $r=x_2-x_1$. We look for a linear coordinate that evolves independently of $r$.

Measure each position in its own diffusive unit, $y_i=x_i/\sqrt{D_i}$. Since $\langle\Delta x_i^2\rangle=2D_it$, both $y_i$ spread at the same rate, and the point $(y_1,y_2)$ diffuses isotropically in a plane. The displacement has a Gaussian distribution, a product of equal factors for the two axes. This product keeps its form after any rotation, so displacements along perpendicular directions are independent. In these variables

$$r=-\sqrt{D_1}\,y_1+\sqrt{D_2}\,y_2 ,$$

which measures position along the vector $(-\sqrt{D_1},\sqrt{D_2})$. The perpendicular vector is $(\sqrt{D_2},\sqrt{D_1})$, since $-\sqrt{D_1D_2}+\sqrt{D_2D_1}=0$. The coordinate along it is

$$\sqrt{D_2}\,y_1+\sqrt{D_1}\,y_2=\frac{D_2x_1+D_1x_2}{\sqrt{D_1D_2}} .$$

We fix its scale by requiring that the centre move by $d$ when both atoms move by $d$. The weights must then add to one:

$$R=\frac{D_2x_1+D_1x_2}{D_1+D_2}=w_2x_1+w_1x_2,\qquad w_i=\frac{D_i}{D_1+D_2}.$$

Each atom is weighted by the diffusivity of the other, so the slower atom counts more. For $D_1=D_2$ this is the midpoint; for $D_2\to0$ it is the position of the immobile atom 2.

## Direct derivation, with an interaction

Let the atoms also interact through a potential $U(r)$. In the algebra $T$ stands for the thermal energy, in atomic units like all energies there; $\hbar$ does not enter. We assume the Einstein relation, so that a force $F$ gives atom $i$ the drift velocity $D_iF/T$.

The force on atom 1 is $-\partial U/\partial x_1=+U'(r)$, because $\partial r/\partial x_1=-1$. The force on atom 2 is $-U'(r)$. With independent unit noises $W_1,W_2$,

$$dx_1=\frac{D_1}{T}U'dt+\sqrt{2D_1}\,dW_1,\qquad
dx_2=-\frac{D_2}{T}U'dt+\sqrt{2D_2}\,dW_2 .$$

Take a general centre $C=(1-g)x_1+gx_2$. The covariance of its noise with that of $r$, per unit time, is

$$-(1-g)\,2D_1+g\,2D_2=2\left[g(D_1+D_2)-D_1\right].$$

It vanishes for $g=w_1$ and for no other value, which gives $R$ again. For any other $g$ the increments of $C$ and $r$ are correlated, hence dependent.

The drift of $R$ is

$$w_2\frac{D_1}{T}U'-w_1\frac{D_2}{T}U'
=\frac{D_2D_1-D_1D_2}{D_1+D_2}\,\frac{U'}{T}=0 .$$

The weights that decorrelate the noises also cancel the interaction. The noise strength of $R$ follows from

$$w_2^2D_1+w_1^2D_2=\frac{D_1D_2(D_2+D_1)}{(D_1+D_2)^2}
=\frac{D_1D_2}{D_1+D_2}\equiv D_R ,$$

and that of $r$ is $D_r=D_1+D_2$. Therefore

$$dR=\sqrt{2D_R}\,dB_R,\qquad
dr=-\frac{D_r}{T}U'(r)\,dt+\sqrt{2D_r}\,dB_r .$$

The noises $B_R$ and $B_r$ are linear combinations of the same Gaussian noises, so they are jointly Gaussian. Being uncorrelated at equal times, and having no memory between times, they are independent. Each equation contains its own coordinate and noise alone. From a given starting point, $R$ and $r$ are thus independent processes, which is more than zero correlation.

Constant external forces $f_1,f_2$ preserve this. They add a constant to each drift; for $R$ it is $w_2D_1f_1/T+w_1D_2f_2/T=D_R(f_1+f_2)/T$. A diffusivity that depends on $r$ spoils the result: the noise strength of $R$ then generally depends on $r$, even if $D_1/D_2$ stays fixed.

## Why the midpoint will not do

Solving the definitions of $R$ and $r$ for the positions gives

$$x_1=R-w_1r,\qquad x_2=R+w_2r .$$

Indeed $x_2-x_1=(w_1+w_2)r=r$, and $w_2x_1+w_1x_2=R+(-w_2w_1+w_1w_2)r=R$. The midpoint is

$$M=\frac{x_1+x_2}{2}=R+\frac{w_2-w_1}{2}\,r .$$

For free motion, $\mathrm{Cov}(\Delta M,\Delta r)=(D_2-D_1)t$. The variances are $(D_1+D_2)t/2$ for $M$ and $2(D_1+D_2)t$ for $r$, and the square root of their product is $(D_1+D_2)t$. The correlation coefficient is therefore $w_2-w_1$, which vanishes only for equal diffusivities.

Suppose the atoms start at separation $r_0$ and meet at $r=c$. If the allowed interval of $R$ is symmetric about its starting value $R_0$ and there is no net external force ($f_1+f_2=0$), the mean of $R-R_0$ at meeting is zero. The mean midpoint shift is then

$$\langle\Delta M\rangle_{\rm meet}=\frac{(w_2-w_1)(c-r_0)}{2}.$$

For $D_1>D_2$ both factors are negative and the shift is positive, towards the slower atom 2. On average the fast atom covers most of the distance, though in a single meeting the slow one may move farther.

## The protective rectangle

A first-passage kinetic Monte Carlo method replaces many small hops by one draw of the time and place at which a walker leaves a protected region. For the pair we choose

$$c<r<b,\qquad |R-R_0|<h .$$

Reaching $r=c$ is the meeting event. Reaching $r=b$ or $R=R_0\pm h$ ends the protected motion without a meeting. The region must be a rectangle in $(R,r)$, so that each exit condition involves one coordinate.

The smallest $x_1=R-w_1r$ and the largest $x_2=R+w_2r$ both occur at $r=b$. The rectangle therefore needs the free segment

$$R_0-h-w_1b\;<\;x\;<\;R_0+h+w_2b .$$

Other atoms must stay outside it, by at least their contact distance and the range of any interaction.

The exit time of $r$ depends on $r$ alone, and that of $R$ on $R$ alone. They are independent, and the probability that neither exit has occurred is

$$S(t)=S_r(t)\,S_R(t).$$

## The two survival functions

From here $U=0$ between the boundaries and no external force acts. Put $\ell=b-c$ and $d=r_0-c$. Sine functions vanish at both absorbing ends, and the expansion of a unit point source in them gives

$$p_r(r,t)=\frac2\ell\sum_{m=1}^{\infty}\sin\frac{m\pi d}{\ell}\,
\sin\frac{m\pi(r-c)}{\ell}\,e^{-\lambda_mt},\qquad
\lambda_m=D_r\frac{m^2\pi^2}{\ell^2}.$$

Integration over $r$ gives $\ell[1-(-1)^m]/(m\pi)$ for the second sine, so the even terms drop out:

$$S_r(t)=\sum_{m\ \rm odd}A_m e^{-\lambda_mt},\qquad
A_m=\frac{4}{m\pi}\sin\frac{m\pi d}{\ell}.$$

For the centre let $y=R-R_0$. It starts in the middle, so the even functions suffice:

$$p_R(y,t)=\frac1h\sum_{n=0}^{\infty}\cos(k_ny)\,e^{-\mu_nt},\quad
k_n=\frac{(2n+1)\pi}{2h},\quad \mu_n=D_Rk_n^2 .$$

Since $\sin k_nh=(-1)^n$, integration over $-h<y<h$ gives

$$S_R(t)=\sum_{n=0}^{\infty}a_ne^{-\mu_nt},\qquad a_n=\frac{2(-1)^n}{hk_n}.$$

The density of the exit time $\tau$ is $-dS/dt$. Integrating by parts,

$$\langle\tau\rangle=\int_0^\infty S\,dt
=\sum_{m\ \rm odd}\sum_{n}\frac{A_ma_n}{\lambda_m+\mu_n}.$$

## One propagation step

Draw two independent uniform numbers $u_r,u_R$ between 0 and 1. Solve $S_r(t_r)=u_r$ and $S_R(t_R)=u_R$. The earlier time is the exit time $t$.

If $r$ exits first, the end it leaves by must be chosen from the fluxes at that time. The outward fluxes are $J_c=D_r\partial_rp_r$ at $c$ and $J_b=-D_r\partial_rp_r$ at $b$. Differentiating the sine series,

$$J_c=\frac{2\pi D_r}{\ell^2}\sum_m m\sin\frac{m\pi d}{\ell}\,e^{-\lambda_mt},\quad
J_b=\frac{2\pi D_r}{\ell^2}\sum_m(-1)^{m+1}m\sin\frac{m\pi d}{\ell}\,e^{-\lambda_mt}.$$

The exit is a meeting with probability $J_c/(J_c+J_b)$. The centre has not left its interval, so $y$ is drawn from $p_R(y,t)/S_R(t)$.

If $R$ exits first, its two ends are equally likely by symmetry, and $r$ is drawn from $p_r(r,t)/S_r(t)$. In both cases $x_1=R-w_1r$ and $x_2=R+w_2r$ return the positions. If another event interrupts the pair before either exit, both coordinates are drawn from their no-passage densities at the interruption time.

## Probability and place of meeting

A meeting at time $t$ requires that $r$ reach $c$ then and that $R$ still be inside:

$$P=\int_0^\infty J_c(t)S_R(t)\,dt
=\sum_na_n\varphi_n(r_0),\qquad
\varphi_n(r_0)=\int_0^\infty J_c(t)e^{-\mu_nt}dt .$$

To find $\varphi_n$, let the pair move for a short time $\delta$. The exponential gives a factor $1-\mu_n\delta$, and diffusion changes the mean of $\varphi_n$ by $D_r\varphi_n''\delta$. Equating the values before and after leaves $D_r\varphi_n''=\mu_n\varphi_n$. A start at $c$ is an immediate meeting, so $\varphi_n(c)=1$; a start at $b$ gives $\varphi_n(b)=0$. Hence

$$P=\sum_{n=0}^{\infty}\frac{2(-1)^n}{hk_n}\,
\frac{\sinh\kappa_n(b-r_0)}{\sinh\kappa_n(b-c)},\qquad
\kappa_n=k_n\sqrt{\frac{D_R}{D_r}}=k_n\sqrt{w_1w_2}.$$

$P$ depends on the ratio of the diffusivities, not on their common scale. If $h\to\infty$, or if one atom becomes immobile so that $D_R/D_r\to0$, the centre does not exit first. Then $S_R=1$ during the motion of $r$, and $P$ becomes the integral of $J_c$. This is the solution of $\varphi''=0$ with the same end values, $P=(b-r_0)/(b-c)$. At fixed $r_0,c,b,h$ the factor $\sqrt{w_1w_2}$ is largest for equal atoms. The centre is then most mobile relative to the separation, and $P$ is smallest.

The spread of $R$ at meeting uses the same modes with $y^2$ under the integral. An antiderivative of $y^2\cos ky$ is $y^2\sin(ky)/k+2y\cos(ky)/k^2-2\sin(ky)/k^3$. With $\cos k_nh=0$,

$$\langle y^2\rangle_{\rm meet}=\frac1P\sum_n\frac{2(-1)^n}{h}
\left(\frac{h^2}{k_n}-\frac{2}{k_n^3}\right)\varphi_n(r_0).$$

## What is left on a lattice

Real adatoms hop between sites a distance $s$ apart. With rate $\nu_i$ in each direction, $\langle\Delta x_i^2\rangle=2\nu_is^2t$, so $D_i=\nu_is^2$. One hop changes $R$ and $r$ together: by $\pm(w_2s,-s)$ for atom 1 and $\pm(w_1s,s)$ for atom 2. The coordinates cannot then be strictly independent.

To measure what remains, let $X=\Delta R$ and $Z=\Delta r$ for free hopping. For a pair of opposite jumps $\pm(\alpha,\beta)$, the odd terms cancel in

$$\sum_\pm\left[(X\pm\alpha)^2(Z\pm\beta)^2-X^2Z^2\right]
=2\left(X^2\beta^2+Z^2\alpha^2+4XZ\alpha\beta+\alpha^2\beta^2\right).$$

Multiply by $\nu_i$ and sum over the atoms. The $\alpha\beta$ term vanishes because $-\nu_1w_2+\nu_2w_1=0$. The last term gives $2s^4(\nu_1w_2^2+\nu_2w_1^2)=2s^2D_R$. With $\langle X^2\rangle=2D_Rt$ and $\langle Z^2\rangle=2D_rt$,

$$\frac{d}{dt}\langle X^2Z^2\rangle=8D_RD_rt+2s^2D_R .$$

Integrating and subtracting $\langle X^2\rangle\langle Z^2\rangle=4D_RD_rt^2$,

$$\mathrm{Cov}(X^2,Z^2)=2s^2D_Rt,\qquad
\frac{\mathrm{Cov}(X^2,Z^2)}{\langle X^2\rangle\langle Z^2\rangle}=\frac{s^2}{2D_rt}.$$

This measure of dependence fades once the separation has diffused over many sites. It is not the only one. The moment $\langle X^3Z\rangle$ would vanish for independent coordinates, but the same counting gives $\langle X^3Z\rangle=2s^4t(\nu_2w_1^3-\nu_1w_2^3)$. Divided by $\langle X^2\rangle^{3/2}\langle Z^2\rangle^{1/2}$ this is $s^2(w_1-w_2)/(2D_rt\sqrt{w_1w_2})$, which at fixed $D_rt$ grows as the atoms become more unlike. Independence is a property of the diffusion limit, and for very unlike atoms a well-diffused separation alone does not guarantee it.

## Worked example

Take two unlike metal adatoms in one channel of a (110)-like metal surface at 150 K, where $k_BT=0.012926$ eV; the exponentials below need these digits. The parameters are rough typical values: $s=2.9$ Å, hopping barriers 0.28 and 0.30 eV, and a prefactor of $10^{12}\ \mathrm{s^{-1}}$ per direction. Then

$$\nu_1=10^{12}e^{-0.28/0.012926}\approx391\ \mathrm{s^{-1}},\qquad
\nu_2\approx83.3\ \mathrm{s^{-1}} .$$

Multiplication by $s^2=8.41$ Å$^2$ gives $D_1=3290$ and $D_2=700$ Å$^2$/s. Hence

$$w_1=\frac{3290.1}{3990.3}=0.8245,\qquad w_2=0.1755,$$

$$D_r=3990\ \text{Å}^2/\mathrm s,\qquad
D_R=\frac{3290\times700}{3990}\approx577\ \text{Å}^2/\mathrm s .$$

In engineering units these are $3.99\times10^{-13}$ and $5.77\times10^{-14}$ cm$^2$/s.

The atoms start at 0 and 17.4 Å, so $R_0=0.8245\times17.4=14.35$ Å, close to the slow atom. Choose $c=2.9$, $b=46.4$ and $h=11.6$ Å. The free segment runs from $14.35-11.6-38.26=-35.51$ Å to $14.35+11.6+8.14=34.09$ Å.

For the meeting probability, $\sqrt{w_1w_2}=0.380$ and $k_0=\pi/23.2=0.1354$ Å$^{-1}$, so $\kappa_0=0.0515$ Å$^{-1}$. The first four terms are

$$P\approx0.579-0.045+0.006-0.001,$$

and the full sum is 0.540. With a centre that never exited, it would be $29.0/43.5=0.667$. The mean exit time is 0.0411 s. The rms value of $R-R_0$ at meeting is 4.29 Å.

The mean midpoint shift at meeting is

$$\frac{(0.1755-0.8245)(2.9-17.4)}{2}=4.71\ \text{Å}=0.471\ \mathrm{nm}.$$

A propagation that treated the midpoint as independent of $r$ would miss this shift, about 1.6 sites.

These results were tested without using separability. The two-atom hopping problem was solved in $x_1,x_2$ with spacings of $s/12$ and $s/24$, at fixed diffusivities, and extrapolated linearly to zero spacing. It gave $P=0.5396$, $\langle\tau\rangle=0.0411$ s and a midpoint shift of 4.705 Å. The extrapolation moved $P$ by $-0.0007$ from the finer grid. The propagation rule, which does use separability, was checked against these values: a sample of 40,000 exits gave $P=0.5385\pm0.0025$.

## The model beside a real surface

With hops of the full spacing $s$ and the same rectangle, $P=0.553$ and $\langle\tau\rangle=0.0424$ s, both about 3% above the continuum values. The dependence measure at the mean exit time is $8.41/(2\times3990\times0.0411)=0.026$, and the normalised $\langle X^3Z\rangle$ is 0.044. The mean midpoint shift at meeting becomes 4.87 Å. On the lattice $r$ lands on its boundaries, whereas $R$ generally steps past $\pm h$. The mean overshoot is 0.20 sites. Widening $h$ by this amount in the continuum formulas gives $P=0.553$ and $\langle\tau\rangle=0.0423$ s, so the delayed exit of the centre accounts for most of the increase. The overshoot depends on where $\pm h$ falls among the values $R$ can take; for $h$ between 3.8 and 4.2 sites it ranges from about 0.20 to 0.27 sites.

Larger uncertainties lie in the energies and the prefactors. Add a rough repulsion $U=0.02\,(s/r)^3$ eV and keep the diffusivities and rectangle fixed. $P$ falls to 0.478, 11% below the free value. Solving the separated equations with this $U$ and solving the two-atom problem agree on that number. This is consistent with the derivation above, in which an interaction at constant diffusivities changes the law of $r$ but not its independence from $R$. It is a continuum number, and $U$ changes by more than $k_BT$ over the first site, so on real sites the result depends on how $U$ enters the hop rates. Against 0.553 without interaction, rates scaled by $e^{-\Delta U/2k_BT}$ give $P=0.471$, and rates scaled by $\min(1,e^{-\Delta U/k_BT})$ give 0.381. Rates scaled by $e^{U/k_BT}$ of the starting configuration leave $P$ at 0.553. All three rules obey detailed balance, and the last makes the diffusivities depend on $r$. If instead barrier 1 is 0.01 eV higher, at fixed $r_0,c,b,h$, then $w_1$ falls to 0.684 and $P$ to 0.475, 12% lower. The diffusivities are then closer to equal and the centre is relatively more mobile. Halving the prefactor of atom 1 alone acts in the same way and gives $P=0.480$.

Real channels are not strictly one-dimensional. For a rough cross-channel barrier of 0.40 eV with the same prefactor, two atoms with two directions each make about 0.006 such hops in a mean exit time. The low temperature of 150 K helps to keep this small; heating raises the cross-channel rate relative to the channel rates. At a flux of 0.001 monolayer/s, a third atom lands in the 24-site segment about 0.001 times per mean exit time. The leading Wigner tunnelling correction, with the prefactor taken as the barrier frequency, raises the rates by 0.4%. If both atoms have this same barrier frequency, it multiplies their diffusivities alike and leaves $R$ and $P$ unchanged.

Long jumps and concerted moves, including exchange with atoms of the channel walls, are not sized here. For a particular surface they, the barriers, the prefactors and the pair interaction must be known before $P$ is used as a prediction. The numerical output lists the values to more digits than these rough parameters deserve, so that the formulas can be compared.

## Computed values

```
temperature: 150 K; kT: 0.01293 eV
site spacing: 2.9 angstrom
barriers 1, 2: 0.28, 0.30 eV
prefactor per direction: 1.0e+12 1/s
hop rates per direction 1, 2: 391.21, 83.26 1/s
D1, D2: 3290.1, 700.2 angstrom^2/s
D1/D2: 4.699
weight of x1 in R (w2): 0.1755
weight of x2 in R (w1): 0.8245
D_r, D_R: 3990.3, 577.4 angstrom^2/s
D_r, D_R converted: 3.990e-13, 5.774e-14 cm^2/s
start x1, x2: 0.0, 17.4 angstrom
start centre R0: 14.347 angstrom
contact, outer separation: 2.9, 46.4 angstrom
centre half-width: 11.6 angstrom
free segment needed: -35.51 to 34.09 angstrom
meeting probability, formula: 0.53957
meeting probability, two-atom grid limit: 0.53957
grid shift, finest to limit: -0.00073
meeting probability, sampler: 0.5385 +/- 0.0025
mean exit time, formula: 0.04112 s
mean exit time, two-atom grid limit: 0.04112 s
mean exit time, sampler: 0.04115 +/- 0.00017 s
survival at mean time, product: 0.3821
survival at mean time, two-atom grid: 0.3822
rms R-R0 at meeting, formula: 4.289 angstrom
rms R-R0, grid: 4.289 angstrom
mean midpoint shift at meeting: 4.706 angstrom
same shift converted: 0.4706 nm
same shift, two-atom grid: 4.705 angstrom
midpoint-separation correlation: -0.6490
R-separation correlation below 1e-9: True
lattice covariance of squares / product: 0.0256
meeting probability, real-site hops: 0.55344
mean exit time, real-site hops: 0.04239 s
repulsion at one site: 0.02 eV
meeting probability with repulsion, modes: 0.47780
meeting probability with repulsion, grid: 0.47792
cross-channel barrier: 0.40 eV
expected cross-channel hops per event: 0.00598
deposition flux: 0.001 monolayer/s
expected third-atom arrivals per event: 0.000987
Wigner tunnelling factor: 1.00427
w1 if barrier 1 is 0.01 eV higher: 0.6843
meeting probability for that barrier: 0.47491
```
